\section*{Vector and axial current correlators for two unequal fermion masses}

Take two free fermions with masses $m_1=1$ and $m_2=2$ in some mass unit M, and let a current that changes one into the other create a pair with invariant mass squared $s=16\ \mathrm{M}^2$. The longitudinal spectral function is $0.01344$ for the axial current and $0.00070$ for the vector current, a ratio of about $19.3$. The transverse spectral functions are ordered the other way, $0.0077$ for the axial and $0.0204$ for the vector current. The two currents differ by one matrix $\gamma_5$. The large longitudinal ratio comes from the masses: they break the conservation of the vector current through their difference and that of the axial current through their sum.

Units are $\hbar=c=1$ and the metric is $(+,-,-,-)$. Let $\psi_1$ and $\psi_2$ be distinct free Dirac fields with positive masses, and define
\begin{align}
V^\mu&=\bar\psi_1\gamma^\mu\psi_2, & A^\mu&=\bar\psi_1\gamma^\mu\gamma_5\psi_2, & \delta&=m_1-m_2,\nonumber\\
S&=\bar\psi_1\psi_2, & P&=\bar\psi_1 i\gamma_5\psi_2, & \Sigma&=m_1+m_2 .
\end{align}
The Dirac equations $i\gamma^\mu\partial_\mu\psi_2=m_2\psi_2$ and $i\partial_\mu\bar\psi_1\gamma^\mu=-m_1\bar\psi_1$ give
\begin{equation}
i\partial_\mu V^\mu=(m_2-m_1)S=-\delta S,\qquad
i\partial_\mu A^\mu=-(m_1+m_2)\bar\psi_1\gamma_5\psi_2=i\Sigma P .
\label{eom}
\end{equation}
In the axial case $\gamma_5$ must pass $\gamma^\mu$ before the Dirac equation for $\psi_2$ can be used; the resulting sign turns the difference of masses into a sum.

For each current $J$ the correlator and its decomposition are
\begin{equation}
\Pi^{\mu\nu}=i\!\int\! d^4x\,e^{iqx}\langle T J^\mu(x)J^{\nu\dagger}(0)\rangle
=(q^\mu q^\nu-q^2g^{\mu\nu})\Pi_T+q^\mu q^\nu\Pi_L .
\label{def}
\end{equation}
The scalar correlators $\Pi_S$ and $\Pi_P$ are defined in the same way without indices. Contraction with $q_\mu q_\nu$ removes $\Pi_T$ and leaves $q^4\Pi_L$. It is convenient to use $F=q^2\Pi_L$, which will turn out to be regular at $q^2=0$.

Equation (\ref{eom}) suggests $q^4\Pi_L^V=\delta^2\Pi_S$, but derivatives also act on the time ordering in (\ref{def}) and produce contact terms. The loop is therefore computed first and the contact term is then found explicitly. With the propagator $i(\slashed p+m)/(p^2-m^2+i0)$, the Wick contraction has a factor $-1$ from the closed fermion loop and $i^2$ from the propagators. Together with the $i$ in (\ref{def}) this makes $i(-1)i^2=i$. With $p=k+q$,
\begin{equation}
\Pi_V^{\mu\nu}=i\!\int\!\frac{d^dk}{(2\pi)^d}
\frac{\mathrm{Tr}[\gamma^\mu(\slashed p+m_2)\gamma^\nu(\slashed k+m_1)]}{(p^2-m_2^2)(k^2-m_1^2)} .
\label{loop}
\end{equation}
The dimension is $d=4-2\epsilon$, with $\mathrm{Tr}\,1=4$ and an anticommuting $\gamma_5$. The latter is consistent here because each trace contains two $\gamma_5$, which can be brought together and removed. Indeed
\begin{equation}
\gamma^\mu\gamma_5(\slashed p+m_2)\gamma^\nu\gamma_5=\gamma^\mu(\slashed p-m_2)\gamma^\nu,\qquad
i\gamma_5(\slashed p+m_2)i\gamma_5=\slashed p-m_2 .
\end{equation}
The axial and pseudoscalar loops thus follow from the vector and scalar loops by $m_2\to-m_2$, which exchanges $\delta$ and $\Sigma$.

The trace in (\ref{loop}) is $4[p^\mu k^\nu+p^\nu k^\mu-g^{\mu\nu}(p\cdot k-m_1m_2)]$. Combine the denominators with a Feynman parameter $x$ attached to $p^2-m_2^2$, and set $k=l-xq$, $p=l+(1-x)q$. The denominator becomes $(l^2-\Delta)^2$ with
\begin{equation}
\Delta=a(x)-x(1-x)q^2,\qquad a(x)=(1-x)m_1^2+xm_2^2 .
\end{equation}
Terms odd in $l$ integrate to zero, and $l^\mu l^\nu$ may be replaced by $g^{\mu\nu}l^2/d$. The numerator is then
\begin{equation}
4\Big[\Big(\frac2d-1\Big)l^2g^{\mu\nu}-2x(1-x)q^\mu q^\nu
+g^{\mu\nu}\{x(1-x)q^2+m_1m_2\}\Big].
\label{num}
\end{equation}

The two momentum integrals follow from the rotation $l^0=il_E^0$, the representation $A^{-2}=\int_0^\infty dt\,t\,e^{-tA}$, and the Gaussian integral $\int d^dl_E\,e^{-tl_E^2}/(2\pi)^d=(4\pi t)^{-d/2}$, in which the mean of $l_E^2$ is $d/(2t)$:
\begin{align}
\int\!\frac{d^dl}{(2\pi)^d}\frac{1}{(l^2-\Delta)^2}&=\frac{i}{(4\pi)^{d/2}}\Gamma(2-\tfrac d2)\Delta^{d/2-2},\nonumber\\
\int\!\frac{d^dl}{(2\pi)^d}\frac{l^2}{(l^2-\Delta)^2}&=\frac{-i}{(4\pi)^{d/2}}\frac d2\Gamma(1-\tfrac d2)\Delta^{d/2-1}.
\label{ints}
\end{align}
Since $(2/d-1)(d/2)=1-d/2$ and $(1-d/2)\Gamma(1-d/2)=\Gamma(2-d/2)$, the first term of (\ref{num}) acts as $-\Delta g^{\mu\nu}$ under the first integral. Each loop integral is now multiplied by $\mu^{2\epsilon}$, where the arbitrary mass scale $\mu$ keeps its unit the same as in four dimensions. Up to terms that vanish with $\epsilon$, the first integral is then $iB/(16\pi^2)$, where
\begin{equation}
B=\frac1{\bar\epsilon}-\ln\frac{\Delta}{\mu^2},\qquad
\frac1{\bar\epsilon}=\frac1\epsilon-\gamma_E+\ln4\pi .
\end{equation}
Using $x(1-x)q^2-\Delta=2x(1-x)q^2-a$ and the overall factor $i\cdot i\cdot4/(16\pi^2)=-1/(4\pi^2)$,
\begin{equation}
\Pi_V^{\mu\nu}=\frac1{4\pi^2}\!\int_0^1\!dx\,B\big[2x(1-x)(q^\mu q^\nu-q^2g^{\mu\nu})+g^{\mu\nu}(a-m_1m_2)\big].
\label{tensor}
\end{equation}
For equal masses $a=m_1m_2$, so the second term vanishes and the tensor is transverse. For unequal masses, write $q^2g^{\mu\nu}=q^\mu q^\nu-(q^\mu q^\nu-q^2g^{\mu\nu})$ in that term. This gives
\begin{equation}
F_V=\frac1{4\pi^2}\!\int_0^1\!dx\,B\,(a-m_1m_2),\qquad
\Pi_T+\Pi_L=\frac1{2\pi^2}\!\int_0^1\!dx\,x(1-x)B .
\label{FV}
\end{equation}
Because $F_V(0)$ is in general nonzero, $\Pi_L$ has a pole $F_V(0)/q^2$. It is not a massless particle: $\Pi_T$ has the opposite pole, and (\ref{tensor}) is regular at $q=0$.

One factor of $\delta$ can be read off algebraically:
\begin{equation}
a-m_1m_2=\delta[(1-x)m_1-xm_2]=\frac\delta2\big[\delta+\Sigma(1-2x)\big].
\label{factor}
\end{equation}
The first term in the last bracket supplies a second $\delta$. In the other, the pole and the scale drop out because $\int_0^1(1-2x)dx=0$. Averaging the remaining integral with its image under $x\to1-x$ gives
\begin{equation}
\int_0^1\!dx\,(1-2x)\ln\Delta(x)=\frac12\int_0^1\!dx\,(1-2x)\ln\frac{\Delta(x)}{\Delta(1-x)} .
\end{equation}
Since $\Delta(x)-\Delta(1-x)=(1-2x)(m_1^2-m_2^2)$, this integral vanishes linearly with $m_1^2-m_2^2=\delta\Sigma$. Call it $\delta\Sigma\,G$, and let $L=\int_0^1dx\,\ln(\Delta/\mu^2)$. Then
\begin{align}
F_V&=\frac{\delta^2}{8\pi^2}\Big[\frac1{\bar\epsilon}-L-\Sigma^2G\Big],&
F_A&=\frac{\Sigma^2}{8\pi^2}\Big[\frac1{\bar\epsilon}-L-\delta^2G\Big].
\label{main}
\end{align}
The second result uses $m_2\to-m_2$: $L$ is even in both masses, and so is $G$, because the product $\delta\Sigma$ is unchanged. At equal masses $G$ tends to $\frac12\int_0^1dx\,(1-2x)^2/\Delta$, which is finite below threshold.

The proportionality in (\ref{main}) is a statement about prefactors. The brackets still depend on the masses, and they differ between the two currents. At $q^2=-4\ \mathrm{M}^2$ and $\mu=1\ \mathrm{M}$, the example has $\delta^2=1\ \mathrm{M}^2$, $\Sigma^2=9\ \mathrm{M}^2$, $L=1.0970$ and $G=0.06216\ \mathrm{M}^{-2}$. Dropping the pole, as the $\overline{\mathrm{MS}}$ prescription does,
\begin{align}
F_V&=\frac{1}{8\pi^2}\,[-1.0970-9(0.06216)]\,\mathrm{M}^2=-0.0210\ \mathrm{M}^2,\nonumber\\
F_A&=\frac{9}{8\pi^2}\,[-1.0970-0.06216]\,\mathrm{M}^2=-0.1321\ \mathrm{M}^2 .
\end{align}
Their ratio is $6.3$ at this scale, not $\Sigma^2/\delta^2=9$. The value depends on $\mu$ (it is $7.5$ at $\mu=0.5\ \mathrm{M}$ and $3.7$ at $\mu=1.5\ \mathrm{M}$); what does not depend on $\mu$ is the difference $(\Sigma^2-\delta^2)G$ between the two brackets. The signs have no separate physical meaning, since a change of $\mu$ adds $\delta^2/(8\pi^2)$ or $\Sigma^2/(8\pi^2)$ times the change of $\ln\mu^2$.

Three limits show what the prefactors do. At $m_1=m_2=1.5\ \mathrm{M}$, $F_V$ vanishes, while $F_A=-0.1214\ \mathrm{M}^2$ at the same $q^2$ and $\mu$. The approach to zero is quadratic: $F_V/\delta^2$ is $-0.020725$ both at a splitting of $0.001\ \mathrm{M}$ and from the limiting form of $G$. If instead $m_2=0$, then $\delta^2=\Sigma^2=m_1^2$ and the two correlators coincide, because the replacement $m_2\to-m_2$ does nothing. Finally, for large spacelike momentum at fixed unequal masses, $\Delta\to-x(1-x)q^2$. The integral defining $G$ tends to zero by reflection symmetry, and $\int_0^1\ln[x(1-x)]dx=-2$. Both $F_V/\delta^2$ and $F_A/\Sigma^2$ then approach
\begin{equation}
\frac1{8\pi^2}\Big[\frac1{\bar\epsilon}-\ln\frac{-q^2}{\mu^2}+2\Big],
\end{equation}
so that the ratio of the leading logarithms does become $\Sigma^2/\delta^2$.

The link to the scalar correlator comes from contracting (\ref{loop}) before integrating. Let $R_1=(\slashed k-m_1)^{-1}$ and $R_2=(\slashed p-m_2)^{-1}$. Then $\slashed q=\slashed p-\slashed k=R_2^{-1}-R_1^{-1}-\delta$, and multiplication from both sides yields
\begin{equation}
R_1\slashed qR_2=R_1-R_2-\delta R_1R_2,\qquad
R_2\slashed qR_1=R_1-R_2-\delta R_2R_1 .
\end{equation}
Inserting the first relation, and then the second after a cyclic permutation of the trace,
\begin{align}
q_\mu q_\nu\Pi_V^{\mu\nu}
&=i\!\int\!\frac{d^dk}{(2\pi)^d}\mathrm{Tr}[\slashed qR_2\slashed qR_1]\nonumber\\
&=i\!\int\!\frac{d^dk}{(2\pi)^d}\Big\{\mathrm{Tr}[(R_1-R_2)\slashed q]
-\delta\,\mathrm{Tr}[R_1-R_2]+\delta^2\,\mathrm{Tr}[R_2R_1]\Big\}.
\end{align}
The first term vanishes: each part is odd in its own loop momentum, after a shift that dimensional regularization permits. The last is $\delta^2\Pi_S$. For the middle term, define the condensate as the closed propagator,
\begin{equation}
C_j=\langle\bar\psi_j\psi_j\rangle=-i\!\int\!\frac{d^dk}{(2\pi)^d}\frac{4m_j}{k^2-m_j^2} .
\end{equation}
Therefore
\begin{equation}
q^2F_V=\delta^2\Pi_S(q^2)+\delta(C_1-C_2).
\label{ward}
\end{equation}

The contact term is fixed by the scalar correlator at zero momentum. There the numerator is $4(k^2+m_1m_2)$, and
\begin{equation}
\delta(k^2+m_1m_2)=m_1(k^2-m_2^2)-m_2(k^2-m_1^2)
\end{equation}
splits the integrand into two single-propagator terms, so $\delta\Pi_S(0)=-(C_1-C_2)$. Under $m_2\to-m_2$ the condensate $C_2$ changes sign, giving $\Sigma\Pi_P(0)=-(C_1+C_2)$ for the other channel. Hence
\begin{equation}
q^2F_V=\delta^2[\Pi_S(q^2)-\Pi_S(0)],\qquad
q^2F_A=\Sigma^2[\Pi_P(q^2)-\Pi_P(0)].
\label{link}
\end{equation}
The subtraction is needed because the left sides vanish at $q^2=0$, whereas the scalar correlators in general do not.

To evaluate the right sides, the scalar trace $4(p\cdot k+m_1m_2)$ becomes $4[l^2-x(1-x)q^2+m_1m_2]$. In the second integral of (\ref{ints}), $-(d/2)\Gamma(1-d/2)=\Gamma(\epsilon)(2-\epsilon)/(1-\epsilon)$, and the last fraction is $2+\epsilon+O(\epsilon^2)$. The product of $\epsilon$ with the pole leaves a finite $\Delta$, so
\begin{equation}
\Pi_S=-\frac1{4\pi^2}\!\int_0^1\!dx\,\Big\{B[2\Delta-x(1-x)q^2+m_1m_2]+\Delta\Big\}.
\end{equation}
The condensate needs the integral of a single propagator. Writing $1/(l^2-\Delta)=(l^2-\Delta)/(l^2-\Delta)^2$ and using both lines of (\ref{ints}), this integral is $-i\,\Gamma(1-\tfrac d2)\Delta^{d/2-1}/(4\pi)^{d/2}$. With $\Delta=m_j^2$ it gives $C_j=(m_j^3/4\pi^2)[1/\bar\epsilon+1-\ln(m_j^2/\mu^2)]$, because $\Gamma(-1+\epsilon)=-(1/\epsilon+1-\gamma_E)+O(\epsilon)$. The mass factors in (\ref{ward}) and (\ref{link}) do not depend on $\epsilon$, so both relations also hold between finite parts.

In the example, $C_1=0.02533\ \mathrm{M}^3$ and $C_2=-0.07828\ \mathrm{M}^3$. With $\delta=-1\ \mathrm{M}$ this gives $\Pi_S(0)=0.1036\ \mathrm{M}^2$, and with $\Sigma=3\ \mathrm{M}$ it gives $\Pi_P(0)=0.0529/3\ \mathrm{M}^2=0.0176\ \mathrm{M}^2$. The two links read
\begin{align}
1\times(0.18752-0.10361)\ \mathrm{M}^4&=0.0839\ \mathrm{M}^4=q^2F_V,\nonumber\\
9\times(0.07637-0.01765)\ \mathrm{M}^4&=0.5285\ \mathrm{M}^4=q^2F_A .
\end{align}
At $\mu=1\ \mathrm{M}$, omitting the subtraction would more than double the vector result, to $0.1875\ \mathrm{M}^4$; the size and even the sign of this error change with $\mu$.

The contact term is not created by minimal subtraction. For $1<d<2$ both the radial and the angular integrals converge and can be done directly in momentum space. At $d=1.5$ and the same $q^2$, the scalar term of the vector identity is $0.84347$ and the contact term $-0.90003$, in units of $\mathrm{M}^{1.5}$. Their sum agrees with the directly contracted tensor, $-0.05656$. The axial identity was tested in the same way.

Above the threshold $s=\Sigma^2$ the correlators acquire imaginary parts. The spectral functions quoted at the start are $\mathrm{Im}\,\Pi_L$ and $\mathrm{Im}\,\Pi_T$. The prescription $\Delta-i0$ gives $\mathrm{Im}\,B=\pi$ wherever $\Delta<0$. At $q^2=s$,
\begin{equation}
\Delta=sx^2-(s+m_1^2-m_2^2)x+m_1^2
\end{equation}
is negative on an interval of width $w=\sqrt\lambda/s$ centred at $x_0=(s+m_1^2-m_2^2)/(2s)$, where the discriminant is $\lambda=(s-\Sigma^2)(s-\delta^2)$. The function $a(x)$ is linear, so its average over the interval is its value at the centre:
\begin{equation}
a(x_0)-m_1m_2=\frac{m_1^2+m_2^2}2-\frac{\delta^2\Sigma^2}{2s}-m_1m_2
=\frac{\delta^2(s-\Sigma^2)}{2s}.
\end{equation}
Equation (\ref{FV}) then gives $\mathrm{Im}\,F_V=\delta^2\sqrt\lambda(s-\Sigma^2)/(8\pi s^2)$. Since $\Pi_S(0)$ is real, the subtraction drops out of the imaginary part of (\ref{link}), and
\begin{equation}
\mathrm{Im}\,\Pi_L^V=\frac{\delta^2}{s^2}\mathrm{Im}\,\Pi_S,\qquad
\mathrm{Im}\,\Pi_S=\frac{\sqrt\lambda\,(s-\Sigma^2)}{8\pi s}.
\label{imL}
\end{equation}

For the transverse part, the integral of $x(1-x)$ over the interval is $w[x_0(1-x_0)-w^2/12]$, with $x_0(1-x_0)=(s^2-\delta^2\Sigma^2)/(4s^2)$. Thus
\begin{equation}
\mathrm{Im}(\Pi_T^V+\Pi_L^V)=\frac{\sqrt\lambda}{24\pi s^3}
\big[2s^2+s(\delta^2+\Sigma^2)-4\delta^2\Sigma^2\big].
\end{equation}
Subtracting $\mathrm{Im}\,\Pi_L^V$, which contributes $3\delta^2(s-\Sigma^2)$ to the bracket, leaves $2s^2+s\Sigma^2-2s\delta^2-\delta^2\Sigma^2$, and this factorizes:
\begin{equation}
\mathrm{Im}\,\Pi_T^V=\frac{\sqrt\lambda}{24\pi s^3}(s-\delta^2)(2s+\Sigma^2).
\label{imT}
\end{equation}
The axial and pseudoscalar functions again follow from $\delta\leftrightarrow\Sigma$, with $\lambda$ unchanged.

The opening numbers can now be traced. At $s=16\ \mathrm{M}^2$, $s-\Sigma^2=7\ \mathrm{M}^2$ and $s-\delta^2=15\ \mathrm{M}^2$, so
\begin{equation}
\frac{\mathrm{Im}\,\Pi_L^A}{\mathrm{Im}\,\Pi_L^V}
=\frac{\Sigma^2}{\delta^2}\,\frac{s-\delta^2}{s-\Sigma^2}
=9\times\frac{15}{7}=19.3 .
\end{equation}
The factor $9$ is the ratio of the squared mass factors in the two divergences (\ref{eom}). The factor $15/7$ is the ratio of pseudoscalar to scalar pair production, $0.3822/0.1784$. For the transverse parts, (\ref{imT}) gives an axial-to-vector ratio of $(7\times33)/(15\times41)=0.376$, which accounts for the reversed order.

Near threshold, $\sqrt\lambda$ is proportional to the relative momentum, which grows as $(s-\Sigma^2)^{1/2}$. The longitudinal vector and transverse axial functions contain an additional factor $s-\Sigma^2$ and rise with power $3/2$; the other two rise with power $1/2$. A fermion-antifermion pair of orbital angular momentum $\ell$ has parity $(-1)^{\ell+1}$. The scalar current therefore needs $\ell=1$, while the pseudoscalar current can produce a pair with $\ell=0$. Spin sums evaluated with explicit Dirac matrices just above threshold gave the powers $1.5000$ and $0.5000$.

These spin sums also provide an independent route back to the loop. The function $[F(z)-F(0)]/z$ is analytic away from the cut $z\ge\Sigma^2$ and falls as $\ln z/z$ at large $|z|$. Cauchy's theorem, with $\mathrm{Im}\,F=s\,\mathrm{Im}\,\Pi_L$ on the cut, gives
\begin{equation}
F(q^2)-F(0)=\frac{q^2}\pi\int_{\Sigma^2}^{\infty}\!ds\,\frac{\mathrm{Im}\,\Pi_L(s)}{s-q^2}.
\end{equation}
The spectral function is positive above threshold, so for unequal masses $F$ decreases from its value at zero as $q^2$ becomes negative. At $q^2=-4\ \mathrm{M}^2$ the integral over the spin sums gives $-0.00198\ \mathrm{M}^2$ for the vector and $-0.02717\ \mathrm{M}^2$ for the axial current, in agreement with the loop differences in the numerical output. These differences do not depend on $\mu$; the scale dependence sits in $F(0)$, which the spectral function does not determine.

All these results are for free fields at one loop. If $\psi_1$ and $\psi_2$ were the same free field, each current could also contract with itself; this disconnected term $\langle J\rangle\langle J^\dagger\rangle$ vanishes for $V^\mu$, $A^\mu$ and $P$, and for $S$ it contributes only at $q=0$. Interactions would change the spectral functions (\ref{imL}) and (\ref{imT}).

\section*{Computed results}
\begin{verbatim}
masses m1, m2 = 1.0, 2.0 M; scale mu = 1 M
delta^2, Sigma^2 = 1.0, 9.0 M^2
spacelike q^2 = -4.0 M^2; timelike s = 16.0 M^2
integral of ln(Delta/mu^2) = 1.09701320 (no unit)
G(q^2) = 0.06215518 M^-2
condensates 1, 2 = 0.02533030, -0.07827960 M^3
F_V(q^2), F_V(0) = -0.02097868, -0.01899772 M^2
F_V(q^2)/(mass factor)^2 = -0.02097868 (no unit)
Pi_L^V(q^2) = 0.00524467 (no unit)
Pi_T^V(q^2) = -0.01508698 (no unit)
Pi_S(q^2), Pi_S(0) = 0.18752460, 0.10360990 M^2
q^2 F_V = 0.08391470 M^4
(mass factor)^2 [Pi_S(q^2)-Pi_S(0)] = 0.08391470 M^4
F_V(q^2)-F_V(0): loop -0.00198095, dispersion -0.00198095 M^2
at s: Im Pi_L^V, Im Pi_T^V = 0.00069678, 0.02040557 (no unit)
at s: Im Pi_S = 0.17837453 M^2
threshold powers V: long. 1.5000, transv. 0.5000
d = 1.5, V: qq contraction -0.05656242 M^1.5
d = 1.5, V: scalar term 0.84346965, contact -0.90003207 M^1.5
F_A(q^2), F_A(0) = -0.13212935, -0.10495785 M^2
F_A(q^2)/(mass factor)^2 = -0.01468104 (no unit)
Pi_L^A(q^2) = 0.03303234 (no unit)
Pi_T^A(q^2) = -0.04287464 (no unit)
Pi_P(q^2), Pi_P(0) = 0.07637393, 0.01764977 M^2
q^2 F_A = 0.52851740 M^4
(mass factor)^2 [Pi_P(q^2)-Pi_P(0)] = 0.52851740 M^4
F_A(q^2)-F_A(0): loop -0.02717150, dispersion -0.02717150 M^2
at s: Im Pi_L^A, Im Pi_T^A = 0.01343781, 0.00766453 (no unit)
at s: Im Pi_P = 0.38223114 M^2
threshold powers A: long. 0.5000, transv. 1.5000
d = 1.5, A: qq contraction -2.54564693 M^1.5
d = 1.5, A: scalar term 13.19166701, contact -15.73731394 M^1.5
equal masses m = 1.5 M: |F_V| below 1e-14 M^2: True
equal masses: F_A(q^2) = -0.12138667 M^2
F_V/delta^2 at splitting 0.001 M = -0.02072533 (no unit)
F_V/delta^2, equal-mass limit = -0.02072533 (no unit)
\end{verbatim}
